# Harmonic and arithmetic bounds on effective permittivity from constant trial fields

The static equations $\nabla\times\mathbf E=0$, $\nabla\cdot\mathbf D=0$, $\mathbf D=\varepsilon\mathbf E$ contain no length. If a dielectric structure is enlarged uniformly, its effective permittivity $\varepsilon^*$ is therefore unchanged: it can depend on shapes and volume fractions, but not on absolute size. This holds as long as each region is described by a local permittivity; for pores or walls only a few atoms across, or with altered pore surfaces, that description can fail. If the local permittivity is multiplied everywhere by a positive constant $\lambda$, the same $\mathbf E$ still solves the equations and $\mathbf D$ is multiplied by $\lambda$, so $\varepsilon^*$ becomes $\lambda\varepsilon^*$. A bound that uses volume averages alone should share this scaling. The simplest candidate is the arithmetic average $\langle\varepsilon\rangle$. Interchanging the roles of $\mathbf E$ and $\mathbf D$ replaces $\varepsilon$ by $\varepsilon^{-1}$ and suggests a second candidate, $\langle\varepsilon^{-1}\rangle^{-1}$, with the same scaling. A uniform field is both curl-free and divergence-free, so it can serve in either role. These arguments suggest the form

$$
\langle\varepsilon^{-1}\rangle^{-1}\le\varepsilon^*\le\langle\varepsilon\rangle, \tag{1}
$$

but not its truth, which rests on energy.

Let $\varepsilon(\mathbf x)$ be a relative permittivity, periodic in space, and let $\langle\cdot\rangle$ be the volume average over one period. The factor $\varepsilon_0$ is absorbed in $\mathbf D$. The material is linear and lossless, without free charge, and $\varepsilon$ is a real symmetric tensor with $\alpha|\mathbf v|^2\le\mathbf v\cdot\varepsilon\mathbf v\le\beta|\mathbf v|^2$ for fixed $0<\alpha\le\beta$. It may jump at interfaces, where tangential $\mathbf E$ and normal $\mathbf D$ are continuous. For symmetric tensors, $P\le Q$ means $\mathbf v\cdot P\mathbf v\le\mathbf v\cdot Q\mathbf v$ for every real vector $\mathbf v$.

For a prescribed mean field $\mathbf E_0$, write

$$
\mathbf E=\mathbf E_0-\nabla\phi,\qquad \nabla\cdot[\varepsilon(\mathbf E_0-\nabla\phi)]=0, \tag{2}
$$

with $\phi$ periodic. A solution exists because $\nabla\phi$ is the orthogonal projection of $\mathbf E_0$ onto the closed space of periodic gradients, with inner product $\langle\mathbf a\cdot\varepsilon\mathbf b\rangle$; orthogonality of the remainder to every gradient is the weak form of (2). The projection is unique and linear in $\mathbf E_0$. Hence $\langle\mathbf D\rangle=\varepsilon^*\mathbf E_0$ defines a tensor $\varepsilon^*$. It is intended for films many periods thick, in applied fields that vary little over one period; corrections for thinner films are not treated here.

The main tool is an orthogonality relation. Let $\eta$ be periodic and let $\mathbf d$ be periodic and divergence-free. Then

$$
\langle\nabla\eta\cdot\mathbf d\rangle
=\langle\nabla\cdot(\eta\mathbf d)\rangle-\langle\eta\,\nabla\cdot\mathbf d\rangle=0. \tag{3}
$$

The last term vanishes because $\nabla\cdot\mathbf d=0$. The other becomes a surface integral in which opposite faces of the period cancel, and interfaces contribute nothing because $\eta$ and the normal component of $\mathbf d$ are continuous.

Take two applied fields $\mathbf E_0^{(1)},\mathbf E_0^{(2)}$ with solutions $\mathbf E^{(1)},\mathbf E^{(2)}$. Since $\mathbf E^{(1)}-\mathbf E_0^{(1)}$ is a periodic gradient and $\varepsilon\mathbf E^{(2)}$ is divergence-free, (3) gives

$$
\langle\mathbf E^{(1)}\cdot\varepsilon\mathbf E^{(2)}\rangle
=\mathbf E_0^{(1)}\cdot\langle\varepsilon\mathbf E^{(2)}\rangle
=\mathbf E_0^{(1)}\cdot\varepsilon^*\mathbf E_0^{(2)}. \tag{4}
$$

The left side is unchanged when the labels are exchanged, because $\varepsilon$ is symmetric; hence $\varepsilon^*$ is symmetric. With equal labels,

$$
\mathbf E_0\cdot\varepsilon^*\mathbf E_0=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle
\ge\alpha\langle|\mathbf E|^2\rangle\ge\alpha|\mathbf E_0|^2, \tag{5}
$$

where the last step uses $\langle|\mathbf E|^2\rangle=|\mathbf E_0|^2+\langle|\mathbf E-\mathbf E_0|^2\rangle$. So $\varepsilon^*$ is positive and has an inverse. Up to the factor $\varepsilon_0/2$, (5) says that the uniform effective medium stores the same mean energy density as the structure.

Now let $\mathbf E_t$ be any periodic curl-free trial field with mean $\mathbf E_0$. The difference $\mathbf h=\mathbf E_t-\mathbf E$ is curl-free and has zero mean. Its potential changes across a period by an amount proportional to a component of that mean, so the potential is periodic and $\mathbf h$ is a periodic gradient. Expanding the square,

$$
\langle\mathbf E_t\cdot\varepsilon\mathbf E_t\rangle
=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle
+2\langle\mathbf h\cdot\varepsilon\mathbf E\rangle
+\langle\mathbf h\cdot\varepsilon\mathbf h\rangle .
$$

The middle term vanishes by (3), since $\varepsilon\mathbf E=\mathbf D$ is divergence-free. With (5),

$$
\langle\mathbf E_t\cdot\varepsilon\mathbf E_t\rangle
=\mathbf E_0\cdot\varepsilon^*\mathbf E_0
+\langle(\mathbf E_t-\mathbf E)\cdot\varepsilon(\mathbf E_t-\mathbf E)\rangle. \tag{6}
$$

The last term is not negative, so the true field minimizes this energy at fixed mean electric field.

The second principle fixes the mean displacement $\mathbf D_0$ instead. The true solution then has mean electric field $\mathbf E_0=(\varepsilon^*)^{-1}\mathbf D_0$. Let $\mathbf D_t$ be periodic and divergence-free with mean $\mathbf D_0$, and set $\mathbf g=\mathbf D_t-\mathbf D$, which is divergence-free with zero mean. Then

$$
\langle\mathbf D_t\cdot\varepsilon^{-1}\mathbf D_t\rangle
=\langle\mathbf D\cdot\varepsilon^{-1}\mathbf D\rangle
+2\langle\mathbf g\cdot\varepsilon^{-1}\mathbf D\rangle
+\langle\mathbf g\cdot\varepsilon^{-1}\mathbf g\rangle .
$$

Here $\varepsilon^{-1}\mathbf D=\mathbf E=\mathbf E_0-\nabla\phi$, so the cross average is $\mathbf E_0\cdot\langle\mathbf g\rangle-\langle\nabla\phi\cdot\mathbf g\rangle$. The first part vanishes because $\mathbf g$ has zero mean, the second by (3). The first term on the right is $\langle\mathbf D\cdot\mathbf E\rangle=\mathbf D_0\cdot\mathbf E_0$. Therefore

$$
\langle\mathbf D_t\cdot\varepsilon^{-1}\mathbf D_t\rangle
=\mathbf D_0\cdot(\varepsilon^*)^{-1}\mathbf D_0
+\langle(\mathbf D_t-\mathbf D)\cdot\varepsilon^{-1}(\mathbf D_t-\mathbf D)\rangle. \tag{7}
$$

Both principles are minimum principles. They bound $\varepsilon^*$ from opposite sides because the second one bounds its inverse.

Choose the constant trials $\mathbf E_t=\mathbf E_0$ and $\mathbf D_t=\mathbf D_0$. They have the required means and satisfy the required differential conditions. Constants can be taken out of the averages, so (6) and (7) yield

$$
\varepsilon^*\le\langle\varepsilon\rangle,\qquad
(\varepsilon^*)^{-1}\le\langle\varepsilon^{-1}\rangle. \tag{8}
$$

To invert the second inequality, let $P\ge Q>0$. For any vectors $\mathbf u,\mathbf v$, completing the square gives

$$
2\mathbf u\cdot\mathbf v-\mathbf u\cdot P\mathbf u
=\mathbf v\cdot P^{-1}\mathbf v
-(\mathbf u-P^{-1}\mathbf v)\cdot P(\mathbf u-P^{-1}\mathbf v).
$$

Thus $\mathbf v\cdot P^{-1}\mathbf v$ is the maximum of the left side over $\mathbf u$, and the same holds for $Q$. Since $P\ge Q$, the left side for $P$ nowhere exceeds that for $Q$, so neither does its maximum: $P^{-1}\le Q^{-1}$. With $P=\langle\varepsilon^{-1}\rangle$ and $Q=(\varepsilon^*)^{-1}$ this is the lower bound in (1), which is now proved. If the local permittivity is a scalar, both averages are multiples of the unit tensor, and every principal value of $\varepsilon^*$ lies between the harmonic and arithmetic averages, even when the structure is anisotropic.

The tensor form can be tested on a medium that varies in the plane with period $2\pi$ in $x$ and $y$. Its principal permittivities are $\exp(1+0.4\cos x+0.3\sin y)$ and $\exp[0.6+0.3\cos(x-y)+0.2\sin x]$, and the first principal axis makes the angle $0.4+0.5\sin x+0.3\cos(x+y)$ with the $x$ axis. A Fourier solution of (2) gives $\varepsilon^*_{xx}=2.562$, $\varepsilon^*_{xy}=0.187$ and $\varepsilon^*_{yy}=1.959$. The eigenvalues of $\langle\varepsilon\rangle-\varepsilon^*$ are 0.061 and 0.192; those of $\varepsilon^*-\langle\varepsilon^{-1}\rangle^{-1}$ are 0.076 and 0.171. All are positive, as (1) demands. For $\mathbf E_0=(0.8,-0.6)$ the minimum energy in (6) is 2.165, and the constant trial adds 0.093. For $\mathbf D_0$ equal to the same vector, the minimum in (7) is 0.473, and the constant trial adds 0.018. Identities (6) and (7) were also tested with random trial fields.

The excess terms show when a bound is attained. Because $\varepsilon$ is positive, the excess in (6) for $\mathbf E_t=\mathbf E_0$ vanishes exactly when $\mathbf E=\mathbf E_0$ throughout, that is, when $\nabla\cdot(\varepsilon\mathbf E_0)=0$. The excess in (7) for $\mathbf D_t=\mathbf D_0$ vanishes exactly when $\nabla\times(\varepsilon^{-1}\mathbf D_0)=0$. Layers of isotropic material realize both cases. If the field is parallel to the layers, a uniform $\mathbf E$ satisfies continuity of its tangential component, and $\varepsilon^*=\langle\varepsilon\rangle$: the layers act as capacitors in parallel. If the field is perpendicular, a uniform $\mathbf D$ satisfies continuity of its normal component, and $1/\varepsilon^*=\langle1/\varepsilon\rangle$: they act in series. Neither bound can therefore be improved if nothing but the volume fractions is known.

For a matrix of permittivity $\varepsilon_m$ with a volume fraction $p$ of pores of permittivity $\varepsilon_p$, put $q=1-p$. The averages are

$$
A=p\varepsilon_p+q\varepsilon_m,\qquad
H=\frac{\varepsilon_p\varepsilon_m}{S},\qquad S=p\varepsilon_m+q\varepsilon_p. \tag{9}
$$

Multiplying out,

$$
AS-\varepsilon_p\varepsilon_m
=pq(\varepsilon_p^2+\varepsilon_m^2)+(p^2+q^2-1)\varepsilon_p\varepsilon_m .
$$

Because $p+q=1$, the last bracket is $-2pq$, and the right side is $pq(\varepsilon_m-\varepsilon_p)^2$. Hence

$$
A-H=\frac{p(1-p)(\varepsilon_m-\varepsilon_p)^2}
{p\varepsilon_m+(1-p)\varepsilon_p}. \tag{10}
$$

For weak contrast the width is quadratic in the difference of the permittivities, so to first order in that difference the volume fractions alone determine $\varepsilon^*$. In the opposite limit, $\varepsilon_m\to\infty$ at fixed $\varepsilon_p$ and $0<p<1$, $A$ grows without limit while $H$ tends to $\varepsilon_p/p$. The geometry then matters greatly.

As an idealized example of a porous interlayer dielectric, whose real pores are irregular, take $\varepsilon_m=4$ and empty cubic pores, $\varepsilon_p=1$, on a simple cubic lattice, with pore side equal to three quarters of the period. The porosity is $p=0.75^3=0.421875$, and

$$
A=0.421875+0.578125\times4=2.734,\qquad
H=\frac{1}{0.421875+0.578125/4}=1.766 .
$$

By (10), the width is 0.969. The structure is unchanged by quarter turns about each cube axis, so its symmetric tensor $\varepsilon^*$ is a multiple of the unit tensor, and one number describes it.

Better trial fields locate this number. The cell is divided into equal cubic voxels. For (6), the trial potential is continuous and linear in each coordinate within a voxel. For (7), each component of $\mathbf D_t$ varies linearly between opposite voxel faces, with continuous normal components and zero net flux out of every voxel. Good coefficients come from resistor networks, and the energies of the resulting continuous fields are integrated in closed form. If $W$ is the energy of a trial with mean displacement $D_0$ along an axis, (7) gives $\varepsilon^*\ge D_0^2/W$. Apart from the small tolerance of the network solution, the results are limits for the continuous structure, not estimates that await a finer grid.

This procedure was tested on a two-dimensional checkerboard with permittivities 4 and 1, whose effective value follows from a rotation. In the plane, turning a divergence-free field by a quarter turn makes it curl-free, and conversely. The turned $\mathbf D$ and $\mathbf E$ thus act as electric field and displacement in a medium of permittivity $1/\varepsilon$, whose effective value is $1/\varepsilon^*$ when $\varepsilon^*$ is isotropic, as fourfold symmetry ensures here. Multiplying that medium by $4\times1$ exchanges the two phases, which merely shifts the board. Hence $\varepsilon^*=4/\varepsilon^*$ and $\varepsilon^*=2$. The computed limits, 1.993 and 2.007, enclose it.

For the cubic pores, 12 voxels per edge give the limits 2.497 and 2.513, and 48 voxels per edge give

$$
2.504<\varepsilon^*<2.507, \tag{11}
$$

with the limits rounded outward. The arithmetic average exceeds $\varepsilon^*$ by about 9% of $\varepsilon^*$. By (6), this is the energy of the deviations of $\mathbf E$ from its mean, relative to the true energy. In (7) the corresponding ratio is $\varepsilon^*/H-1$, about 42%. In this energy measure, then, the displacement in this structure is much less uniform than the electric field, and the harmonic average is the poorer guide.

These values translate directly into capacitance. Let two plates lie on mirror planes of the structure, perpendicular to the applied field and $d=100$ nm apart. Reflection in such a plane reverses the applied field, so by uniqueness the potential measured from its value on the plane is odd, and the plane is an equipotential. A plate placed there leaves the field between the plates unchanged. Neglecting fringing at the edges, the capacitance per area is $\varepsilon_0\varepsilon^*/d$, where $\varepsilon_0/d=88.54$ aF/µm². The constant-field bounds allow about 156 to 242 aF/µm²; the better trial fields confine the value to between 221.7 and 222.0 aF/µm².

The bounds can also be read backwards. Suppose that an effective value $k$ is required along a principal axis, with empty pores in a matrix of known $\varepsilon_m>1$, and that making the pores leaves $\varepsilon_m$ unchanged. The upper bound reads $k\le\varepsilon_m-p(\varepsilon_m-1)$, and the lower one reads $1/k\le1/\varepsilon_m+p(1-1/\varepsilon_m)$. Solving each for $p$,

$$
\frac{1/k-1/\varepsilon_m}{1-1/\varepsilon_m}\le p\le
\frac{\varepsilon_m-k}{\varepsilon_m-1}. \tag{12}
$$

For $k=2.5$ and $\varepsilon_m=4$ the ends are $(0.4-0.25)/0.75=0.2$ and $1.5/3=0.5$. With less than 20% porosity, no arrangement of the pores brings the permittivity down to 2.5. With more than 50%, every arrangement has all its principal values below 2.5. Layers perpendicular and parallel to the field reach the two ends, so the window cannot be narrowed without some knowledge of the geometry. These extremes are strongly anisotropic, and empty layers across the field could not stand unsupported. Knowing only that $\varepsilon^*$ is isotropic already narrows the range: the Hashin–Shtrikman bounds, quoted here without proof and attained by assemblies of coated spheres, give $1/3\le p\le0.429$ for $k=2.5$, and $2.220\le\varepsilon^*\le2.521$ at the porosity of the cubic pores.

That $\varepsilon$ is real and positive was used to discard the excess terms, and the ordering can fail when it is complex. In a lossy medium driven at a fixed frequency, with time factor $e^{-i\omega t}$, the permittivity is complex and the averages in (6) and (7) are complex numbers without an order. Consider two layers of equal thickness in series with $\varepsilon_1=1$ and $\varepsilon_2=1+10i$. The displacement is common to both, so

$$
\varepsilon^*=\frac{2\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2}
=\frac{1+10i}{1+5i}=\frac{(1+10i)(1-5i)}{26}=\frac{51+5i}{26}
\approx1.96+0.19i. \tag{13}
$$

Both layers have real part 1, yet the effective real part is nearly twice that. The field in the lossy layer is smaller than in the other by the factor $|\varepsilon_2|\approx10$, so most of the voltage falls across half the thickness, and the stack responds almost like a lossless capacitor with half the gap. For a strongly lossy dielectric, the upper bound in (1) can therefore fail for the real parts of the permittivity. The lower bound survives if the real part $\varepsilon'$ is positive. For real $\mathbf E_0$, (3) gives $\mathbf E_0\cdot\varepsilon^*\mathbf E_0=\langle\bar{\mathbf E}\cdot\varepsilon\mathbf E\rangle$, whose real part is $\langle\bar{\mathbf E}\cdot\varepsilon'\mathbf E\rangle$. This is at least the energy of the trial field $\operatorname{Re}\mathbf E$ in the lossless medium $\varepsilon'$, so (6) and (1) bound it from below by the harmonic average of $\varepsilon'$. The example has a loss tangent of 10; with $\varepsilon_2=1+it$ the real part of $\varepsilon^*$ is $1+t^2/(4+t^2)$, so for $t=0.01$ the upper bound is exceeded by only $2.5\times10^{-5}$. The numerical output below lists the computed values to more digits.

## Computed values

```
SMOOTH ANISOTROPIC MEDIUM (relative permittivity)
harmonic tensor xx, xy, yy: 2.42966, 0.13984, 1.84334
effective tensor xx, xy, yy: 2.56157, 0.18670, 1.95889
arithmetic tensor xx, xy, yy: 2.73250, 0.23504, 2.04163
eigenvalues of arithmetic - effective: [0.0614  0.19226]
eigenvalues of effective - harmonic: [0.07616 0.1713 ]
mean vector of trial fields (dimensionless): [ 0.8 -0.6]
minimum of E energy form: 2.16537 (dimensionless)
excess for constant E: 0.09277 (dimensionless)
minimum of D energy form: 0.47263 (dimensionless)
excess for constant D: 0.01820 (dimensionless)
CHECKERBOARD, phases 4 and 1
lower limit: 1.99338 (relative)
known value: 2.00000 (relative)
upper limit: 2.00664 (relative)
CUBIC PORES
matrix permittivity: 4.00000 (relative)
pore permittivity: 1.00000 (relative)
pore side / period: 0.75000 (dimensionless)
porosity: 0.42188 (volume fraction)
harmonic bound: 1.76552 (relative)
arithmetic bound: 2.73438 (relative)
width between bounds: 0.96886 (relative)
12 voxels per edge, lower and upper limit: 2.49775, 2.51294
24 voxels per edge, lower and upper limit: 2.50306, 2.50808
48 voxels per edge, lower and upper limit: 2.50478, 2.50645
best lower limit: 2.50478 (relative)
best upper limit: 2.50645 (relative)
layers perpendicular to field: 1.76552 (relative)
layers parallel to field: 2.73438 (relative)
CAPACITANCE PER AREA
plate distance: 100.00000 nm
harmonic bound: 156.32221 aF/um^2
best lower limit: 221.77823 aF/um^2
best upper limit: 221.92599 aF/um^2
arithmetic bound: 242.10670 aF/um^2
POROSITY WINDOW
target permittivity: 2.50000 (relative)
smallest possible porosity: 0.20000 (volume fraction)
largest possible porosity: 0.50000 (volume fraction)
LOSSY LAYERS IN SERIES, equal thickness
phase permittivities (relative): [1. +0.j 1.+10.j]
effective permittivity (relative): 1.96154+0.19231j
mean of real parts: 1.00000 (relative)
```
